# The 't Hooft–Veltman soft-photon integral for two massive momenta

## The form fixed by scaling and Lorentz symmetry

Interference between soft-photon emission from two charged lines with momenta \(p\) and \(q\) leads to the integral

\[
J=\int_{|\mathbf k|<\Delta E}\frac{d^3k}{\omega}\,\frac{1}{(p\cdot k)(q\cdot k)},\qquad \omega=\sqrt{\mathbf k^2+\lambda^2}. \tag{1}
\]

The metric is \((+,-,-,-)\) and \(\hbar=c=1\). The momenta are future-pointing, with masses \(m_1,m_2>0\), and are not proportional to each other. The photon mass \(\lambda\) regulates the infrared divergence. The cut \(|\mathbf k|<\Delta E\) refers to one chosen frame.

If \(\mathbf k\), \(\lambda\) and \(\Delta E\) are all multiplied by one factor, the measure gains its square and the two denominators remove it. Hence \(J\) depends on \(\Delta E\) and \(\lambda\) through \(\Delta E/\lambda\) alone. To find this dependence, let \(w=|\mathbf k|/\omega\) be the photon velocity and define

\[
G(w)=\int\frac{d\Omega}{(p^0-w\,\mathbf p\cdot\hat{\mathbf k})(q^0-w\,\mathbf q\cdot\hat{\mathbf k})}. \tag{2}
\]

Since \(p\cdot k=\omega(p^0-w\,\mathbf p\cdot\hat{\mathbf k})\), differentiating (1) gives \(\partial J/\partial\ln\Delta E=w^3G(w)\) at \(|\mathbf k|=\Delta E\). As \(\lambda/\Delta E\to0\), \(w\to1\), and therefore

\[
J=A\ln\frac{2\Delta E}{\lambda}+B,\qquad A=G(1), \tag{3}
\]

up to terms of order \(\lambda^2/\Delta E^2\) at fixed momenta. The 2 in the logarithm is a convention that fixes what is called \(B\).

The coefficient \(A\) is Lorentz invariant. Write a massless photon momentum as \(k=\kappa n\), with \(n=(1,\hat{\mathbf k})\). Under a boost \(\kappa'=D\kappa\), where \(D\) depends on direction, so \(p\cdot n=D\,p'\cdot n'\). Invariance of \(d^3k/\kappa=\kappa\,d\kappa\,d\Omega\) gives \(d\Omega=D^2d\Omega'\). The factors of \(D\) cancel in \(G(1)\). Because \(A\) also scales as \(1/p\) and as \(1/q\), it must be a function of the relative rapidity \(\eta\), defined by \(p\cdot q=m_1m_2\cosh\eta\), divided by \(m_1m_2\). The constant \(B\) has the same scaling but is only guaranteed to be rotation invariant, since the energy cut selects a frame.

## Joining the momenta by a null line

For positive \(X,Y\), \(1/(XY)=\int_0^1dx\,[xX+(1-x)Y]^{-2}\). Before using this identity, rescale \(p\) to \(P=ap\), with \(a\) chosen so that \(l=P-q\) is null:

\[
a^2m_1^2-2a\,p\cdot q+m_2^2=0,\qquad a=\frac{m_2}{m_1}e^{\pm\eta}. \tag{4}
\]

Both roots are positive. With \(u(x)=q+xl\),

\[
\frac1{(p\cdot k)(q\cdot k)}=\frac{a}{(P\cdot k)(q\cdot k)}
=a\int_0^1\frac{dx}{(u\cdot k)^2}. \tag{5}
\]

Every \(u(x)\) is a weighted mean of two future-pointing timelike vectors, so it is itself future-pointing and timelike. Since \(l^2=0\), \(P^2=q^2+2q\cdot l\), and

\[
u^2=q^2+2x\,q\cdot l=q^2+x(P^2-q^2). \tag{6}
\]

The rescaling has removed the quadratic term in \(x\). Here \(u^2\) is the invariant square; the length of the spatial part is written \(|\mathbf u|\).

## The integral for one momentum

With \(c\) the cosine of the angle between \(\mathbf k\) and \(\mathbf u\),

\[
\int\frac{d\Omega}{(u\cdot k)^2}
=2\pi\int_{-1}^{1}\frac{dc}{(u^0\omega-|\mathbf u||\mathbf k|c)^2}
=\frac{4\pi}{(u^0)^2\omega^2-\mathbf u^2\mathbf k^2}. \tag{7}
\]

The denominator equals \(u^2\mathbf k^2+(u^0)^2\lambda^2\). Writing \(k=|\mathbf k|\) in the radial integral,

\[
\frac{k^2}{u^2k^2+(u^0)^2\lambda^2}
=\frac1{u^2}\left[1-\frac{(u^0)^2\lambda^2}{u^2k^2+(u^0)^2\lambda^2}\right]. \tag{8}
\]

The first term gives \(\int_0^{\Delta E}dk/\omega=\operatorname{arcsinh}(\Delta E/\lambda)\to\ln(2\Delta E/\lambda)\).

For the second, use \(k=\lambda w/\sqrt{1-w^2}\) and \(\omega=\lambda/\sqrt{1-w^2}\), which give \(dk/\omega=dw/(1-w^2)\). Then

\[
\int_0^\infty\frac{dk}{\omega}\frac{(u^0)^2\lambda^2}{u^2k^2+(u^0)^2\lambda^2}
=\int_0^1\frac{(u^0)^2\,dw}{(u^0)^2-\mathbf u^2w^2}
=\frac{u^0}{2|\mathbf u|}\ln\frac{u^0+|\mathbf u|}{u^0-|\mathbf u|}. \tag{9}
\]

The middle denominator follows from \(u^2w^2+(u^0)^2(1-w^2)\). With

\[
s=u^0+|\mathbf u|,\qquad t=u^0-|\mathbf u|, \tag{10}
\]

the result is

\[
\int_{|\mathbf k|<\Delta E}\frac{d^3k}{\omega}\frac1{(u\cdot k)^2}
=\frac{4\pi}{u^2}\left[\ln\frac{2\Delta E}{\lambda}+\frac{u^0}{2|\mathbf u|}\ln\frac ts\right]. \tag{11}
\]

The corrections set the condition for using this limit. The expansion of arcsinh contributes \(\lambda^2/(4\Delta E^2)\) inside the bracket. Extending (9) to infinity subtracted a tail that must be restored, of leading size \((u^0)^2\lambda^2/(2u^2\Delta E^2)\). One therefore needs \(\lambda\,u^0/\sqrt{u^2}\ll\Delta E\), which is stricter than \(\lambda\ll\Delta E\) for a fast emitter.

## The logarithmic coefficient

Inserting (11) into (5) and using (6),

\[
A=4\pi a\int_0^1\frac{dx}{u^2}=\frac{4\pi a}{P^2-q^2}\ln\frac{P^2}{q^2}. \tag{12}
\]

For the upper sign in (4), \(P^2=m_2^2e^{2\eta}\), so

\[
\frac{4\pi a}{P^2-q^2}=\frac{4\pi e^\eta}{m_1m_2(e^{2\eta}-1)}
=\frac{2\pi}{m_1m_2\sinh\eta},\qquad
A=\frac{4\pi\eta}{m_1m_2\sinh\eta}. \tag{13}
\]

This has the form required by symmetry. The lower sign changes \(\eta\) to \(-\eta\) and leaves \(A\) unchanged.

The remaining integral is

\[
B=4\pi a\int_0^1dx\,\frac{u^0}{2|\mathbf u|u^2}\ln\frac ts. \tag{14}
\]

Since \(t<s\) whenever \(|\mathbf u|>0\), and the integrand tends to \(-1/u^2\) as \(|\mathbf u|\to0\), \(B\) is negative.

## Geometry of the null line

The component \(l^0\) is nonzero: a null vector with \(l^0=0\) would vanish, making \(p\) and \(q\) proportional. Define \(n_l=l/l^0=(1,\hat{\mathbf n})\) and

\[
v=\frac{P^2-q^2}{2l^0}=\frac{q\cdot l}{l^0}=q\cdot n_l. \tag{15}
\]

Because \(l\cdot n_l=0\), \(u\cdot n_l=v\) along the whole line. Let \(u_\parallel=\mathbf u\cdot\hat{\mathbf n}\), and let \(\mathbf u_\perp\) be the part of \(\mathbf u\) perpendicular to \(\hat{\mathbf n}\). Then \(v=u^0-u_\parallel\), so

\[
s-v=|\mathbf u|+u_\parallel\ge0,\qquad t-v=-(|\mathbf u|-u_\parallel)\le0, \tag{16}
\]

\[
(s-v)(t-v)=-\mathbf u_\perp^2. \tag{17}
\]

The right side of (17) is constant, because \(\mathbf u\) moves parallel to \(\hat{\mathbf n}\). Also \(0<t\le v\le s\). The numbers \(1-s/v\) and \(1-t/v\) are therefore at most zero and between zero and one, respectively. Dilogarithms of these arguments are real, and no branch cut is crossed. None of this depends on the sign of \(l^0\), so either root in (4) may be used.

## Integration to dilogarithms

Take \(\mathbf u_\perp\ne0\) first. Differentiating (17) gives \(ds/(s-v)=-dt/(t-v)\). Since \(u^0=(s+t)/2\),

\[
du^0=\frac{ds}{2}\left[1-\frac{t-v}{s-v}\right]
=\frac{s-t}{2}\,\frac{ds}{s-v}=|\mathbf u|\frac{ds}{s-v}.
\]

It is convenient to call the common differential \(d\tau\):

\[
d\tau=\frac{du^0}{|\mathbf u|}=\frac{ds}{s-v}=-\frac{dt}{t-v}. \tag{18}
\]

The dilogarithm is \(\mathrm{Li}_2(y)=-\int_0^y dy'\,\ln(1-y')/y'\), and thus

\[
\frac{d}{dz}\mathrm{Li}_2(1-z)=\frac{\ln z}{1-z}. \tag{19}
\]

Consider the function

\[
F(u)=\frac14\ln^2\frac ts+\mathrm{Li}_2\!\left(1-\frac sv\right)+\mathrm{Li}_2\!\left(1-\frac tv\right). \tag{20}
\]

By (19) and (18), its two dilogarithms change by

\[
\frac{\ln(s/v)}{v-s}ds+\frac{\ln(t/v)}{v-t}dt
=\left[-\ln\frac sv+\ln\frac tv\right]d\tau=\ln\frac ts\,d\tau. \tag{21}
\]

The squared logarithm changes by

\[
\frac12\ln\frac ts\left(\frac{dt}{t}-\frac{ds}{s}\right)
=\frac12\ln\frac ts\left(-\frac{t-v}{t}-\frac{s-v}{s}\right)d\tau
=\ln\frac ts\left[-1+\frac v2\left(\frac1s+\frac1t\right)\right]d\tau. \tag{22}
\]

The \(-1\) cancels (21). With \(s+t=2u^0\), \(st=u^2\) and \(d\tau=l^0dx/|\mathbf u|\), the sum is

\[
\frac{dF}{dx}=\frac{v\,l^0u^0}{|\mathbf u|u^2}\ln\frac ts
=(P^2-q^2)\frac{u^0}{2|\mathbf u|u^2}\ln\frac ts. \tag{23}
\]

The last step uses \(2vl^0=P^2-q^2\). Comparison with (14) gives

\[
B=\frac{4\pi a}{P^2-q^2}\,[F(P)-F(q)]. \tag{24}
\]

Together, (3), (12) and (24) are the closed form:

\[
J=\frac{4\pi a}{P^2-q^2}\left\{\ln\frac{P^2}{q^2}\ln\frac{2\Delta E}{\lambda}
+\left[\frac14\ln^2\frac ts+\mathrm{Li}_2\!\left(1-\frac sv\right)+\mathrm{Li}_2\!\left(1-\frac tv\right)\right]_{u=q}^{u=P}\right\}. \tag{25}
\]

The two endpoints supply the four dilogarithms. For collinear three-momenta \(\mathbf u_\perp=0\), and one ratio in (18) becomes \(0/0\). Both (14) and (24) remain continuous there as long as \(l\ne0\), so the formula still holds.

## Rest frame, coincident momenta and large rapidity

In the rest frame of \(q\), \(s=t=v=m_2\) at \(u=q\), and \(F(q)=0\). Taking \(a=(m_2/m_1)e^\eta\), the other endpoint has \(P^0=m_2e^\eta\cosh\eta\) and \(|\mathbf P|=m_2e^\eta\sinh\eta\). Thus \(s=m_2e^{2\eta}\) and \(t=m_2\), and

\[
B_{q\text{-rest}}=\frac{2\pi}{m_1m_2\sinh\eta}
\left[\eta^2+\mathrm{Li}_2(1-e^{2\eta})\right]. \tag{26}
\]

For small \(\eta\), the bracket tends to \(-2\eta\), so \(B\to-4\pi/(m_1m_2)\). For equal masses this agrees with (11) for an emitter at rest. In a general frame, \(p\to q\) also reproduces (11), because the integrand of (1) is continuous. Formula (24) then becomes a ratio of two small differences, so (11) is the better expression for numerical work at coincidence.

For large \(\eta\), use

\[
\mathrm{Li}_2(1-z)=-\tfrac12\ln^2z-\mathrm{Li}_2(1-1/z). \tag{27}
\]

Both sides vanish at \(z=1\) and have the derivative \(\ln z/(1-z)\). With \(z=e^{2\eta}\) and \(\mathrm{Li}_2(1)=\pi^2/6\), the bracket in (26) approaches \(-\eta^2-\pi^2/6\), so

\[
J_{q\text{-rest}}\simeq\frac{4\pi}{m_1m_2\sinh\eta}
\left[\eta\ln\frac{2\Delta E}{\lambda}-\frac{\eta^2}{2}-\frac{\pi^2}{12}\right]. \tag{28}
\]

The finite part grows as the square of the rapidity relative to the common prefactor. If a mass is taken to zero at fixed \(p\cdot q\), \(\eta\to\infty\) while \(m_1m_2\sinh\eta\to p\cdot q\). The coefficient \(A\) then diverges as \(\eta\), through emission collinear with the massless particle. The present formula needs both masses nonzero.

## Quadrature from the definition and change of frame

A direct check can avoid the null line altogether. In (1), \(k^2dk/\omega^3=w^2dw/(1-w^2)\). Subtracting the endpoint value \(G(1)\), and using \(\int_0^{w_{\max}}dw/(1-w^2)=\operatorname{arcsinh}(\Delta E/\lambda)\), gives

\[
B=\int_0^1dw\,\frac{w^2G(w)-G(1)}{1-w^2}. \tag{29}
\]

The angular integral (2) is evaluated on the sphere, followed by the one-dimensional integral over velocity. Equation (29) also shows where the finite part comes from: massive photons move slower than light. For emitters of moderate speed, most of it comes from \(|\mathbf k|\) comparable to \(\lambda\). For a fast emitter of momentum \(u\), the contributing range extends to about \(\lambda u^0/\sqrt{u^2}\), the scale already met in the tail of (9). With massless photons and a sharp cut \(\lambda<|\mathbf k|<\Delta E\), the integral would be \(A\ln(\Delta E/\lambda)\), without dilogarithms. The value of \(B\) therefore depends on the regulator, and \(J\) has to be combined with virtual corrections computed with the same one.

A second check uses massless angular integrals. Let \(K\), with mass \(M\), be a timelike momentum whose rest frame is the new frame, and keep the same numerical \(\Delta E\) there. A photon \(k=\kappa n\) has new energy \(\kappa D\), with \(D=K\cdot n/M\). In the old frame the new cut is \(\kappa<\Delta E/D\). The two regions differ at energies far above \(\lambda\), where the mass can be dropped, and

\[
B'-B=\int\frac{d\Omega}{(p\cdot n)(q\cdot n)}\int_{\Delta E}^{\Delta E/D}\frac{d\kappa}{\kappa}
=-\int d\Omega\,\frac{\ln(K\cdot n/M)}{(p\cdot n)(q\cdot n)}. \tag{30}
\]

For \(K=q\), \(B'\) is (26), and (30) gives \(B\) in the original frame from one angular quadrature.

## A numerical case

Take round model parameters: \(m_1=1\) GeV, \(m_2=3\) GeV, \(\mathbf p=(2,0,1)\) GeV, \(\mathbf q=(-1,1,3)\) GeV, \(\Delta E=0.01\) GeV and \(\lambda=10^{-6}\) GeV. The energies are \(p^0=2.44949\) GeV and \(q^0=4.47214\) GeV, and \(\mathbf p\cdot\mathbf q=1\) GeV². Hence \(p\cdot q=9.95445\) GeV² and \(\eta=1.86903\).

The larger root is \(a=3e^\eta=19.44608\). It gives \(P^2-q^2=378.1502-9=369.1502\) GeV² and \(l^0=43.16085\) GeV, so

\[
v=\frac{369.1502}{2(43.16085)}=4.27645\ \text{GeV}.
\]

At \(P\), \((s,t)=(91.11575,\,4.15022)\) GeV; at \(q\), \((s,t)=(7.78876,\,1.15551)\) GeV. Both pairs enclose \(v\), as (16) requires. The endpoint functions are

\[
F(P)=2.38543-6.12915+0.02974=-3.71398,
\]
\[
F(q)=0.91025-0.69539+0.94169=1.15655.
\]

The common prefactor is \(4\pi a/(P^2-q^2)=0.661971\) GeV⁻². Therefore

\[
A=0.661971(2\eta)=2.47449\ \text{GeV}^{-2},
\]
\[
B=0.661971(-3.71398-1.15655)=-3.22415\ \text{GeV}^{-2}.
\]

With \(\ln(2\Delta E/\lambda)=9.90349\),

\[
J=2.47449(9.90349)-3.22415=21.282\ \text{GeV}^{-2}.
\]

Quadrature of (2) and (29) reproduces \(A\) and \(B\) to all printed digits, and (30) reproduces \(B\) as well. Over eight other pairs of momenta, including parallel and antiparallel ones, the largest relative deviation of the closed form from quadrature is \(2.1\times10^{-15}\). Direct integration at finite photon mass exceeds the asymptotic form by \(3.698\times10^{-4}\) GeV⁻² at \(\Delta E/\lambda=100\) and by \(3.698\times10^{-6}\) GeV⁻² at 1000, the expected \(\lambda^2\) behaviour. The numerical output lists these values.

With the same numerical cut, \(B\) is \(-3.326\) GeV⁻² in the rest frame of \(q\) and \(-2.815\) GeV⁻² in the rest frame of \(p+q\). The large-\(\eta\) form (28) gives \(-3.40\) GeV⁻² for the former, about 2% larger in magnitude than the full value.

## Soft radiation from a charged pair

Suppose that a neutral particle decays into particles of opposite unit charge with momenta \(p\) and \(q\). At leading order in the photon momentum, the emission current is \(j=p/(p\cdot k)-q/(q\cdot k)\). It obeys \(k\cdot j=0\), so the polarization sum may be replaced by \(-g_{\mu\nu}\). With \(e^2=4\pi\alpha\), the order-\(\alpha\) emission factor is

\[
S=e^2\int_{|\mathbf k|<\Delta E}\frac{d^3k}{(2\pi)^3\,2\omega}(-j^2)
=\frac{\alpha}{4\pi^2}\left[2p\cdot q\,J_{pq}-m_1^2J_{pp}-m_2^2J_{qq}\right]. \tag{31}
\]

Here \(J_{pq}=J\), and \(J_{pp}\), \(J_{qq}\) are given by (11). Their logarithmic coefficients are \(4\pi/m_1^2\) and \(4\pi/m_2^2\), while \(2p\cdot q\,A=8\pi\eta\coth\eta\). The coefficient of \(\ln(2\Delta E/\lambda)\) in \(S\) is therefore

\[
S_{\log}=\frac{2\alpha}{\pi}(\eta\coth\eta-1). \tag{32}
\]

It vanishes at \(\eta=0\), where the opposite charges move together and their currents cancel. For the numerical case, \(S_{\log}=0.00446\), the constant part is \(-0.00495\), and \(S=0.0392\). The constant part and \(S\) refer to the frame of the example, in which the parent with momentum \(p+q\) is moving; with the same numerical cut in the parent's rest frame they differ, while \(S_{\log}\) does not. The value of \(S\) also depends on the artificial mass \(\lambda\); the virtual correction must be added before it describes a measurable rate.

The emission between two nonzero energies needs no regulator. The mean number of photons between 0.001 and 0.01 GeV is, at this order,

\[
N=S_{\log}\ln10=0.00446(2.303)=0.0103,
\]

or about one photon per hundred decays. This estimate assumes that the photon energy is small enough to leave the decay amplitude and the momenta \(p,q\) unchanged. For harder photons, recoil and the internal structure of the decay enter, and the current \(j\) no longer suffices.

## Calculated quantities

```
masses m1, m2 (GeV): 1.0 3.0
vector p (GeV): [2. 0. 1.]  vector q (GeV): [-1.  1.  3.]
dE, lam, E_low (GeV): 0.01 1e-06 0.001
energies p0, q0 (GeV): 2.44948974 4.47213595
p.q (GeV^2): 9.95445115
relative rapidity eta: 1.86903343
larger root a: 19.44608419
smaller root a: 0.46281811
P^2 (GeV^2): 378.1501902
P^2-q^2 (GeV^2): 369.1501902
l0 (GeV): 43.16084780
v (GeV): 4.27644739
P: s, t (GeV): 91.11574989 4.15021761
P: arguments 1-s/v, 1-t/v: -20.30641196 0.02951744
P: Li2(1-s/v), Li2(1-t/v): -6.12915180 0.02973817
P: ln^2(t/s)/4: 2.38543377
P: F: -3.71397987
q: s, t (GeV): 7.78876075 1.15551116
q: arguments 1-s/v, 1-t/v: -0.82131569 0.72979647
q: Li2(1-s/v), Li2(1-t/v): -0.69539233 0.94169281
q: ln^2(t/s)/4: 0.91024856
q: F: 1.15654904
prefactor 4 pi a/(P^2-q^2) (GeV^-2): 0.66197095
A closed form (GeV^-2): 2.474491663
A angular quadrature (GeV^-2): 2.474491663
B closed form (GeV^-2): -3.224148628
B angle and velocity quadrature (GeV^-2): -3.224148628
B from q-rest value and massless angles (GeV^-2): -3.224148628
ln(2 dE/lam): 9.90348755
J (GeV^-2): 21.28194876
B in q rest frame (GeV^-2): -3.32589747
B in pair rest frame (GeV^-2): -2.81504706
finite-mass J minus asymptotic J, dE/lam=100 (GeV^-2): 3.6976e-04
finite-mass J minus asymptotic J, dE/lam=1000 (GeV^-2): 3.6982e-06
largest relative deviation, 8 test pairs: 2.1e-15
fine-structure constant: 0.007297353
soft factor, coefficient of ln(2 dE/lam): 0.004460597
soft factor, constant part: -0.004946801
soft factor S at given lam: 0.03922867
mean photon number from E_low to dE: 0.01027090
```
